# Why cooling stresses noncubic polycrystals but leaves free cubic ones stress-free: verification in Python

```python
# Result under test: a free polycrystal cooled uniformly is stress-free exactly when
# the free thermal strains of its grains fit together.  Cubic grains always fit;
# randomly oriented grains with anisotropic expansion do not.
# For uniaxial grains (axis c, expansion difference d_alpha = alpha_c-alpha_a),
# isotropic stiffness (shear modulus mu, Poisson ratio nu) and random orientations,
#   mean stress along c = -(4/3) mu (1-beta) d_alpha dT,
#   beta = (8-10 nu)/(15(1-nu)),  dT = temperature change (negative on cooling).
# Stiffness is in GPa, strain is dimensionless, printed stress is in MPa.
import numpy as np
from scipy import fft
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.spatial import cKDTree
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(12)
I3 = np.eye(3)


def random_rotations(count):
    return Rotation.from_quat(rng.normal(size=(count, 4))).as_matrix()


def tensor_from_voigt(V):
    index = np.array([[0, 5, 4], [5, 1, 3], [4, 3, 2]])
    return V[index[:, :, None, None], index[None, None, :, :]]


def rotate_stiffness(C, R):
    return np.einsum('gia,gjb,gkc,gld,abcd->gijkl', R, R, R, R, C, optimize=True)


def rotate_strain(e, R):
    return np.einsum('gia,gjb,ab->gij', R, R, e)


def isotropic_stiffness(K, mu):
    d = np.einsum('ij,kl->ijkl', I3, I3)
    s = np.einsum('ik,jl->ijkl', I3, I3) + np.einsum('il,jk->ijkl', I3, I3)
    return (K - 2 * mu / 3) * d + mu * s


def compliance(C):
    return np.linalg.pinv(C.reshape(9, 9), rcond=1e-10).reshape(3, 3, 3, 3)


def hill_moduli(C):
    """Mean of the uniform-strain and uniform-stress polycrystal moduli."""
    S = compliance(C)
    c1, c2 = np.einsum('iijj', C), np.einsum('ijij', C)
    s1, s2 = np.einsum('iijj', S), np.einsum('ijij', S)
    K = 0.5 * (c1 / 9 + 1 / s1)
    mu = 0.5 * ((c2 - c1 / 3) / 10 + 5 / (2 * (s2 - s1 / 3)))
    return K, mu


# Rough typical material constants
dT = -1200.0
alpha_a, alpha_c, alpha_cubic = 8.2e-6, 9.0e-6, 8.5e-6
a11, a12, a13, a33, a14, a44 = 500., 160., 115., 500., -20., 150.
C_alumina = tensor_from_voigt(np.array([
    [a11, a12, a13, a14, 0, 0], [a12, a11, a13, -a14, 0, 0],
    [a13, a13, a33, 0, 0, 0], [a14, -a14, 0, a44, 0, 0],
    [0, 0, 0, 0, a44, a14], [0, 0, 0, 0, a14, (a11 - a12) / 2]]))
s11, s12, s44 = 280., 155., 155.
V = np.diag([s11 - s12] * 3 + [s44] * 3)
V[:3, :3] += s12
C_spinel = tensor_from_voigt(V)
threefold_z = Rotation.from_rotvec([0, 0, 2 * np.pi / 3]).as_matrix()
assert np.allclose(rotate_stiffness(C_alumina, threefold_z[None])[0], C_alumina)
K, mu = hill_moduli(C_alumina)
nu = (3 * K - 2 * mu) / (2 * (3 * K + mu))
C_iso = isotropic_stiffness(K, mu)
d_alpha = alpha_c - alpha_a
misfit = abs(d_alpha * dT)
eig_alumina = dT * np.diag([alpha_a, alpha_a, alpha_c])
eig_cubic = dT * alpha_cubic * I3


# Number of independent expansion constants allowed by symmetry
def expansion_constants(generators):
    basis = []
    for i in range(3):
        for j in range(i, 3):
            B = np.zeros((3, 3))
            B[i, j] = B[j, i] = 1
            basis.append(B)
    M = np.array([np.concatenate([(Q @ B @ Q.T - B).ravel() for Q in generators])
                  for B in basis])
    return 6 - np.linalg.matrix_rank(M, tol=1e-10)


threefold_111 = Rotation.from_rotvec(2*np.pi/3*np.ones(3)/np.sqrt(3)).as_matrix()
twofold_z, twofold_x = np.diag([-1., -1., 1.]), np.diag([1., -1., -1.])
fourfold_z = Rotation.from_rotvec([0, 0, np.pi / 2]).as_matrix()
sixfold_z = Rotation.from_rotvec([0, 0, np.pi / 3]).as_matrix()
n_cubic = expansion_constants([threefold_111, twofold_z])
n_trigonal = expansion_constants([threefold_z, twofold_x])
n_tetragonal = expansion_constants([fourfold_z])
n_hexagonal = expansion_constants([sixfold_z])
n_orthorhombic = expansion_constants([twofold_z, twofold_x])
assert (n_cubic, n_trigonal, n_tetragonal, n_hexagonal, n_orthorhombic) == (1, 2, 2, 2, 3)


# Tangential mismatch of c1c1-c2c2 on a boundary plane of normal n
def unit_vectors(count):
    v = rng.normal(size=(count, 3))
    return v / np.linalg.norm(v, axis=1)[:, None]


def tangential_jump(c1, c2, n):
    P = I3 - n[:, :, None] * n[:, None, :]
    t1, t2 = np.einsum('sij,sj->si', P, c1), np.einsum('sij,sj->si', P, c2)
    J = t1[:, :, None] * t1[:, None, :] - t2[:, :, None] * t2[:, None, :]
    return np.sqrt((J**2).sum(axis=(1, 2)))


samples = 200000
normals = unit_vectors(samples)
jump = tangential_jump(unit_vectors(samples), unit_vectors(samples), normals)
rms_jump = np.sqrt(np.mean(jump**2))
assert abs(rms_jump / np.sqrt(28 / 45) - 1) < 0.01
nearly_fitting = np.mean(jump < 0.1)
axis1 = np.array([0., 0., 1.])
axis2 = np.array([np.sin(np.pi / 3), 0., np.cos(np.pi / 3)])
special = np.array([axis1 - axis2, axis1 + axis2])
special /= np.linalg.norm(special, axis=1)[:, None]
ones = np.ones((samples, 1))
fixed_jump = tangential_jump(ones * axis1, ones * axis2, normals)
close = normals[fixed_jump < 0.02]
angle = np.degrees(np.arccos(np.clip(np.abs(close @ special.T).max(axis=1), 0, 1)))
assert len(close) > 10 and angle.max() < 1.5
assert tangential_jump(ones[:2] * axis1, ones[:2] * axis2, special).max() < 1e-12

# Free cube: trilinear finite elements, only rigid motion removed
cells = 8
h = 1 / cells
corners = np.array([[i, j, k] for i in (0, 1) for j in (0, 1) for k in (0, 1)])
sign = 2 * corners - 1
gauss = sign / np.sqrt(3)
factor = 1 + sign[None] * gauss[:, None]
dN = np.empty((8, 8, 3))
for j in range(3):
    others = [m for m in range(3) if m != j]
    dN[:, :, j] = sign[None, :, j] * factor[:, :, others].prod(axis=2) / 8 * 2 / h
weight = h**3 / 8
dNdN = weight * np.einsum('qaj,qbl->ajbl', dN, dN)
cell_index = np.array(list(np.ndindex(cells, cells, cells)))
side = cells + 1
node_xyz = np.array(list(np.ndindex(side, side, side))) * h
element_nodes = (cell_index[:, None] + corners[None]) @ np.array([side**2, side, 1])
element_dofs = (3 * element_nodes[:, :, None] + np.arange(3)).reshape(-1, 24)
node_x, node_y = cells * side**2, cells * side
fixed = [0, 1, 2, 3 * node_x + 1, 3 * node_x + 2, 3 * node_y + 2]
free = np.setdiff1d(np.arange(3 * side**3), fixed)


def free_body(label, C_grain, eig_grain):
    """Stress in MPa at integration points, and nodal displacement."""
    Kg = np.einsum('ajbl,gijkl->gaibk', dNdN, C_grain).reshape(-1, 24, 24)
    drive = np.einsum('gijkl,gkl->gij', C_grain, eig_grain)
    Fg = weight * np.einsum('qaj,gij->gai', dN, drive).reshape(-1, 24)
    rows = np.repeat(element_dofs, 24, axis=1).ravel()
    cols = np.tile(element_dofs, (1, 24)).ravel()
    size = 3 * side**3
    A = coo_matrix((Kg[label].ravel(), (rows, cols)), shape=(size, size)).tocsc()
    F = np.bincount(element_dofs.ravel(), Fg[label].ravel(), minlength=size)
    u = np.zeros(size)
    u[free] = spsolve(A[free][:, free], F[free], permc_spec='MMD_AT_PLUS_A')
    grad = np.einsum('qaj,eai->eqij', dN, u[element_dofs].reshape(-1, 8, 3))
    elastic = grad - eig_grain[label][:, None]
    stress = 1000 * np.einsum('eijkl,eqkl->eqij', C_grain[label], elastic, optimize=True)
    assert np.abs(stress.mean(axis=(0, 1))).max() < 1e-5
    return stress, u.reshape(-1, 3)


def rms_mises(stress):
    dev = stress - np.trace(stress, axis1=-2, axis2=-1)[..., None, None] * I3 / 3
    return np.sqrt(1.5 * np.mean((dev**2).sum(axis=(-2, -1))))


grains_free = 30
R = random_rotations(grains_free)
label = cKDTree(rng.random((grains_free, 3))).query((cell_index + 0.5) * h)[1]
same = np.ones((grains_free, 1, 1))
C_iso_grains = np.repeat(C_iso[None], grains_free, axis=0)
C_al_grains = rotate_stiffness(C_alumina, R)
stress_cubic, u_cubic = free_body(label, rotate_stiffness(C_spinel, R),
                                  rotate_strain(eig_cubic, R))
assert np.abs(u_cubic - alpha_cubic * dT * node_xyz).max() < 1e-10
stress_iso_expansion, _ = free_body(label, C_al_grains, same * eig_cubic)
stress_iso_stiffness, _ = free_body(label, C_iso_grains, rotate_strain(eig_alumina, R))
stress_alumina, _ = free_body(label, C_al_grains, rotate_strain(eig_alumina, R))
spin = Rotation.from_rotvec(np.outer(rng.random(grains_free) * 2 * np.pi,
                                     [0, 0, 1])).as_matrix()
R_fibre = R[0] @ spin
stress_fibre, _ = free_body(label, rotate_stiffness(C_alumina, R_fibre),
                            rotate_strain(eig_alumina, R_fibre))
# Two bicrystals, boundary normal z, with c axes 60 degrees apart in both
half = (cell_index[:, 2] >= cells // 2).astype(int)
bicrystal = []
for tilts in ([-30., 30.], [0., 60.]):
    Rb = Rotation.from_rotvec(np.outer(np.radians(tilts), [0., 1., 0.])).as_matrix()
    bicrystal.append(free_body(half, rotate_stiffness(C_alumina, Rb),
                               rotate_strain(eig_alumina, Rb))[0])
for zero_case in (stress_cubic, stress_iso_expansion, stress_fibre, bicrystal[0]):
    assert np.abs(zero_case).max() < 1e-5
for stressed_case in (stress_iso_stiffness, stress_alumina, bicrystal[1]):
    assert rms_mises(stressed_case) > 10

# Periodic random polycrystals with zero mean stress: Fourier equilibrium solver
grid, grains = 27, 60
k1 = fft.fftfreq(grid) * grid
k = np.stack(np.meshgrid(k1, k1, k1, indexing='ij'), axis=-1).reshape(-1, 3)
length = np.linalg.norm(k, axis=1)
length[0] = 1
direction = k / length[:, None]
acoustic = np.einsum('ijkl,vj,vl->vik', C_iso, direction, direction, optimize=True)
acoustic[0] = I3
acoustic_inv = np.linalg.inv(acoustic)
S_iso = compliance(C_iso)
voxels = (np.array(list(np.ndindex(grid, grid, grid))) + 0.5) / grid


def periodic_body(label, C_grain, eig_grain):
    C9 = C_grain.reshape(-1, 9, 9)[label]
    eig = eig_grain[label]
    strain = np.broadcast_to(eig.mean(axis=0), eig.shape).copy()
    for _ in range(60):
        stress = (C9 @ (strain - eig).reshape(-1, 9, 1)).reshape(-1, 3, 3)
        s_hat = fft.fftn(stress.reshape(grid, grid, grid, 9), axes=(0, 1, 2))
        s_hat = s_hat.reshape(-1, 3, 3)
        traction = (s_hat @ direction[:, :, None])
        a = (acoustic_inv @ traction)[:, :, 0]
        e_hat = direction[:, :, None] * a[:, None, :]
        e_hat = 0.5 * (e_hat + e_hat.transpose(0, 2, 1))
        change = fft.ifftn(e_hat.reshape(grid, grid, grid, 9), axes=(0, 1, 2)).real
        change = change.reshape(-1, 3, 3)
        change += np.einsum('ijkl,kl->ij', S_iso, stress.mean(axis=0))
        if np.abs(change).max() < 1e-5 * misfit:
            return 1000 * stress, strain - eig, eig
        strain -= change
    raise AssertionError('Fourier solver did not converge')


beta = (8 - 10 * nu) / (15 * (1 - nu))
stress_formula = -4 / 3 * 1000 * mu * (1 - beta) * d_alpha * dT
along_c, spread, energy, pair_iso, pair_aniso = [], [], [], [], []
realizations, anisotropic_runs = 40, 6
for run in range(realizations):
    label = cKDTree(rng.random((grains, 3)), boxsize=1).query(voxels)[1]
    R = random_rotations(grains)
    eig_grain = rotate_strain(eig_alumina, R)
    c = R[label][:, :, 2]
    fraction = np.bincount(label, minlength=grains) / len(label)
    finite_cell = 1 - np.sum(fraction**2)   # removes the uniform Fourier component
    C_grain = np.repeat(C_iso[None], grains, axis=0)
    stress, elastic, eig = periodic_body(label, C_grain, eig_grain)
    scc = np.einsum('vi,vij,vj->v', c, stress, c, optimize=True)
    along_c.append(scc.mean() / finite_cell)
    spread.append(scc.std())
    w = 0.5 * np.mean((stress * elastic).sum(axis=(1, 2))) * 1e6
    w_from_misfit = -0.5 * np.mean((stress * eig).sum(axis=(1, 2))) * 1e6
    assert abs(w / w_from_misfit - 1) < 1e-3
    energy.append(w / finite_cell)
    if run < anisotropic_runs:
        stress, _, _ = periodic_body(label, rotate_stiffness(C_alumina, R), eig_grain)
        pair_iso.append(scc.mean())
        pair_aniso.append(np.einsum('vi,vij,vj->v', c, stress, c, optimize=True).mean())
stress_numeric = np.mean(along_c)
standard_error = np.std(along_c, ddof=1) / np.sqrt(realizations)
assert standard_error < 0.02 * stress_formula
assert abs(stress_numeric - stress_formula) < 4 * standard_error
anisotropy_change = 100 * (np.sum(pair_aniso) / np.sum(pair_iso) - 1)
energy_formula = 0.5 * stress_formula * 1e6 * misfit
assert abs(np.mean(energy) / energy_formula - 1) < 0.08

# Neglected effects: temperature gradient in a cooling plate, and cracking
half_thickness, cooling_rate, diffusivity = 2e-3, 5 / 60, 1.5e-6
m = 100
step = half_thickness / m
L = (np.diag(-2 * np.ones(m)) + np.diag(np.ones(m - 1), 1) + np.diag(np.ones(m - 1), -1))
L[0, 1] = 2
time_step = 0.05 * half_thickness**2 / diffusivity
advance = np.linalg.inv(np.eye(m) - time_step * diffusivity / step**2 * L)
excess = np.zeros(m)                        # temperature above that of the surface
for _ in range(200):
    excess = advance @ (excess + time_step * cooling_rate)
mean_excess_numeric = (excess.sum() - excess[0] / 2) / m
mean_excess = cooling_rate * half_thickness**2 / (3 * diffusivity)
assert abs(mean_excess_numeric / mean_excess - 1) < 1e-3
K_sp, mu_sp = hill_moduli(C_spinel)
nu_sp = (3 * K_sp - 2 * mu_sp) / (2 * (3 * K_sp + mu_sp))
E_sp = 2 * mu_sp * (1 + nu_sp)
gradient_stress = 1000 * E_sp * alpha_cubic * mean_excess / (1 - nu_sp)
boundary_energy, grain_size = 10.0, 10.0    # J/m^2 and micrometres, rough
crack_size = 1.5 * boundary_energy / energy_formula * 1e6
clamped = 1000 * (s11 + 2 * s12) * alpha_cubic * abs(dT)

print(f'temperature change: {dT:.0f} K')
print(f'alumina expansion a, c: {alpha_a*1e6:.1f}, {alpha_c*1e6:.1f} 1e-6/K')
print(f'spinel expansion: {alpha_cubic*1e6:.1f} 1e-6/K')
print(f'alumina C11,C12,C13: {a11:.0f}, {a12:.0f}, {a13:.0f} GPa')
print(f'alumina C33,C14,C44: {a33:.0f}, {a14:.0f}, {a44:.0f} GPa')
print(f'spinel C11,C12,C44: {s11:.0f}, {s12:.0f}, {s44:.0f} GPa')
print(f'spinel elastic anisotropy 2C44/(C11-C12): {2*s44/(s11-s12):.2f}')
print(f'expansion constants, cubic: {n_cubic}')
print(f'expansion constants, trigonal: {n_trigonal}')
print(f'expansion constants, tetragonal: {n_tetragonal}')
print(f'expansion constants, hexagonal: {n_hexagonal}')
print(f'expansion constants, orthorhombic: {n_orthorhombic}')
print(f'spinel free thermal strain: {100*alpha_cubic*dT:.3f} %')
print(f'spinel stress if fully clamped: {clamped:.0f} MPa')
print(f'alumina misfit |d_alpha dT|: {misfit*1e4:.2f} 1e-4')
print(f'rms boundary misfit / |d_alpha dT|: {rms_jump:.3f}')
print(f'boundaries with misfit ratio below 0.1: {100*nearly_fitting:.2f} %')
print(f'free-body test: {grains_free} grains, {cells}^3 elements')
print(f'spinel, largest stress component: {np.abs(stress_cubic).max():.1e} MPa')
print(f'alumina stiffness, isotropic expansion, largest: '
      f'{np.abs(stress_iso_expansion).max():.1e} MPa')
print(f'alumina, parallel c axes, largest: {np.abs(stress_fibre).max():.1e} MPa')
print(f'isotropic stiffness, alumina expansion, rms Mises: '
      f'{rms_mises(stress_iso_stiffness):.1f} MPa')
print(f'full alumina, rms Mises: {rms_mises(stress_alumina):.1f} MPa')
print(f'bicrystal, mirror boundary, largest: {np.abs(bicrystal[0]).max():.1e} MPa')
print(f'bicrystal, other boundary, rms Mises: {rms_mises(bicrystal[1]):.1f} MPa')
print(f'alumina mean bulk, shear modulus: {K:.1f}, {mu:.1f} GPa')
print(f'alumina Poisson ratio: {nu:.4f}')
print(f'beta: {beta:.4f}')
print(f'mean stress along c, formula: {stress_formula:.1f} MPa')
print(f'mean stress across c, formula: {-stress_formula/2:.1f} MPa')
print(f'periodic test: {realizations} cells of {grains} grains, {grid}^3 points')
print(f'mean stress along c, numerical: {stress_numeric:.1f} MPa')
print(f'standard error of that mean: {standard_error:.1f} MPa')
print(f'local spread (std) of stress along c: {np.mean(spread):.0f} MPa')
print(f'stored energy density, formula: {energy_formula/1000:.1f} kJ/m^3')
print(f'stored energy density, numerical: {np.mean(energy)/1000:.1f} kJ/m^3')
print(f'change from elastic anisotropy: {anisotropy_change:.1f} %')
print(f'stress change per 100 K of relaxation temperature: '
      f'{stress_formula*100/abs(dT):.1f} MPa')
print(f'plate half-thickness: {half_thickness*1000:.1f} mm')
print(f'cooling rate: {cooling_rate*60:.1f} K/min')
print(f'rough thermal diffusivity: {diffusivity*1e6:.1f} mm^2/s')
print(f'plate mean minus surface temperature: {mean_excess:.3f} K')
print(f'spinel mean Young modulus: {E_sp:.1f} GPa')
print(f'spinel mean Poisson ratio: {nu_sp:.3f}')
print(f'spinel surface stress from gradient: {gradient_stress:.2f} MPa')
print(f'rough boundary fracture energy: {boundary_energy:.0f} J/m^2')
print(f'rough grain size for cracking: {crack_size:.0f} micrometres')
print(f'example grain size: {grain_size:.0f} micrometres')
print(f'example grain size / cracking size: {grain_size/crack_size:.3f}')
print('done: every assertion held')
```

It prints:

```
temperature change: -1200 K
alumina expansion a, c: 8.2, 9.0 1e-6/K
spinel expansion: 8.5 1e-6/K
alumina C11,C12,C13: 500, 160, 115 GPa
alumina C33,C14,C44: 500, -20, 150 GPa
spinel C11,C12,C44: 280, 155, 155 GPa
spinel elastic anisotropy 2C44/(C11-C12): 2.48
expansion constants, cubic: 1
expansion constants, trigonal: 2
expansion constants, tetragonal: 2
expansion constants, hexagonal: 2
expansion constants, orthorhombic: 3
spinel free thermal strain: -1.020 %
spinel stress if fully clamped: 6018 MPa
alumina misfit |d_alpha dT|: 9.60 1e-4
rms boundary misfit / |d_alpha dT|: 0.790
boundaries with misfit ratio below 0.1: 1.56 %
free-body test: 30 grains, 8^3 elements
spinel, largest stress component: 9.4e-10 MPa
alumina stiffness, isotropic expansion, largest: 8.1e-10 MPa
alumina, parallel c axes, largest: 1.2e-09 MPa
isotropic stiffness, alumina expansion, rms Mises: 186.1 MPa
full alumina, rms Mises: 203.6 MPa
bicrystal, mirror boundary, largest: 6.0e-09 MPa
bicrystal, other boundary, rms Mises: 62.6 MPa
alumina mean bulk, shear modulus: 253.1, 166.0 GPa
alumina Poisson ratio: 0.2310
beta: 0.4933
mean stress along c, formula: 107.6 MPa
mean stress across c, formula: -53.8 MPa
periodic test: 40 cells of 60 grains, 27^3 points
mean stress along c, numerical: 107.9 MPa
standard error of that mean: 0.7 MPa
local spread (std) of stress along c: 71 MPa
stored energy density, formula: 51.7 kJ/m^3
stored energy density, numerical: 51.8 kJ/m^3
change from elastic anisotropy: 9.6 %
stress change per 100 K of relaxation temperature: 9.0 MPa
plate half-thickness: 2.0 mm
cooling rate: 5.0 K/min
rough thermal diffusivity: 1.5 mm^2/s
plate mean minus surface temperature: 0.074 K
spinel mean Young modulus: 273.2 GPa
spinel mean Poisson ratio: 0.268
spinel surface stress from gradient: 0.24 MPa
rough boundary fracture energy: 10 J/m^2
rough grain size for cracking: 290 micrometres
example grain size: 10 micrometres
example grain size / cracking size: 0.034
done: every assertion held
```
